\section*{Condensation and Evaporation Pressures of an Open Cylindrical Pore}

\section*{The problem}

The pores of a low-$k$ dielectric film can be probed by exposing the film to a vapour and recording how much liquid the pores take up as the pressure is raised and then lowered. The two branches of this curve often differ. Cohan's model traces the difference to the shape of the liquid surface. The task is to derive the two pressures at which one pore fills and empties, and to find how they are related.

The pore is a straight cylinder of radius $r$ and length $L\gg r$, open at both ends. It is in contact with vapour at temperature $T$ and pressure $p=xp_0$, where $p_0$ is the saturation pressure over a flat surface and $x<1$. The liquid has surface tension $\gamma$, independent of curvature, and molar volume $V$, independent of pressure. The vapour is ideal, and gravity is ignored. The contact angle is zero. The condition ``no adsorbed film'' means that the wetting film on the wall of an empty pore has a thickness negligible against $r$. The film must still exist, because its surface is the cylindrical meniscus from which condensation starts.

\section*{(a) The pressure difference between vapour and liquid}

\textit{Find the difference $g=p-p_l$ between the vapour pressure and the liquid pressure $p_l$ when both phases have the same chemical potential.}

\textbf{Solution.} At constant temperature the molar chemical potential changes by $d\mu=v\,dp$, where $v$ is the molar volume of the phase. For the ideal vapour $v=RT/p$, and for the liquid $v=V$. Both phases have the value $\mu_0$ at pressure $p_0$, so integration from there gives
\begin{align}
\mu_{\rm vap}&=\mu_0+RT\ln x, & \mu_{\rm liq}&=\mu_0+V(p_l-p_0).
\end{align}
Equating them gives $p_l=p_0+(RT/V)\ln x$, and therefore
\begin{equation}
g=xp_0-p_l=-\frac{RT}{V}\ln x-p_0(1-x). \label{gfull}
\end{equation}
The first term is positive because $x<1$. The ratio of the second term to the first is, in magnitude, $a(1-x)/|\ln x|$ with $a=Vp_0/(RT)$. Since $1-x\le|\ln x|$, this ratio is at most $a$, which is small far below the critical point. Until part (g) we use
\begin{equation}
g=-\frac{RT}{V}\ln x. \label{g}
\end{equation}
Raising the vapour pressure towards saturation lowers $g$ towards zero.

\section*{(b) The energy to be minimised}

\textit{Write the grand potential of a partly filled pore in terms of the liquid volume and the liquid--vapour area.}

\textbf{Solution.} The pore exchanges molecules with a vapour at fixed $\mu$ and $T$, so stable states are local minima of the grand potential $\Omega$. A bulk phase contributes minus its pressure times its volume, and each interface contributes its tension times its area. With total volume $V_{\rm tot}$ and liquid volume $V_{\rm liq}$, the bulk part is
\begin{equation}
-p(V_{\rm tot}-V_{\rm liq})-p_lV_{\rm liq}=-pV_{\rm tot}+gV_{\rm liq}.
\end{equation}
For the wall, Young's equation $\gamma_{sv}=\gamma_{sl}+\gamma\cos\theta$ with $\theta=0$ gives $\gamma_{sv}=\gamma_{sl}+\gamma$. An emptied piece of wall thus costs as much as a wet wall plus a liquid--vapour surface, which is what a vanishingly thin film provides. The wet-wall cost $\gamma_{sl}$ is then common to the whole wall and constant. At fixed $p$,
\begin{equation}
\Omega=\text{const}+\gamma A+gV_{\rm liq}, \label{omega}
\end{equation}
where $A$ includes the area of emptied wall. Liquid costs energy because $g>0$, but filling the pore removes surface. The competition between these terms decides both transitions.

\section*{(c) Filling}

\textit{Let a uniform film leave a vapour core of radius $\rho$. At what pressure does the thin film at $\rho=r$ become unstable?}

\textbf{Solution.} The core surface has area $2\pi\rho L$, and the film has volume $\pi(r^2-\rho^2)L$. Dropping the constant,
\begin{equation}
\frac{\Omega}{L}=2\pi\rho\gamma+\pi g(r^2-\rho^2),\qquad
\frac{d}{d\rho}\frac{\Omega}{L}=2\pi(\gamma-g\rho). \label{film}
\end{equation}
The second derivative is $-2\pi g<0$, so the stationary point $\rho=\gamma/g$ is a maximum. The thin film lies at the end of the allowed range $0\le\rho\le r$. It is a local minimum if $\Omega$ rises when $\rho$ decreases from $r$, which requires a negative derivative there:
\begin{equation}
\gamma-gr<0\quad\Longleftrightarrow\quad g>\frac{\gamma}{r}.
\end{equation}
As the vapour pressure is raised, $g$ falls until $g_c=\gamma/r$. At this value the derivative is $2\pi\gamma(1-\rho/r)>0$ for every $\rho<r$, so thickening lowers the energy all the way to the full pore. We identify this limit of stability with condensation, leaving out thermally activated filling at a lower pressure. Inserting $g_c$ in Eq.~\eqref{g} and multiplying by $-V/(RT)$,
\begin{equation}
\ln x_c=-\frac{\gamma V}{rRT}. \label{xc}
\end{equation}
The single factor $1/r$ is the curvature of a cylinder, which is curved around its axis but straight along it.

\section*{(d) Could a non-uniform film fill the pore earlier?}

\textit{Show that small undulations do not destabilise the thin film while $g>\gamma/r$.}

\textbf{Solution.} Let the core radius be $\rho(z)=r-\varepsilon(z)$ with $\varepsilon\ge0$, since liquid cannot enter the wall. The area of the core surface satisfies
\begin{equation}
A=2\pi\int(r-\varepsilon)\sqrt{1+\varepsilon'^2}\,dz\ \ge\ 2\pi\int(r-\varepsilon)\,dz,
\end{equation}
and the liquid volume is $\pi\int[r^2-(r-\varepsilon)^2]dz=\pi\int(2r\varepsilon-\varepsilon^2)dz$. Subtracting the energy of the film with $\varepsilon=0$,
\begin{equation}
\Delta\Omega\ \ge\ 2\pi\int\left[(gr-\gamma)\varepsilon-\tfrac12g\varepsilon^2\right]dz .
\end{equation}
The integrand equals $g\varepsilon\,[(r-\gamma/g)-\varepsilon/2]$, which is positive for $0<\varepsilon<2(r-\gamma/g)$. Every undulation below this height raises the energy, whatever its wavelength. If $\varepsilon$ also varies around the axis, the slope in that direction can again only add area, and the same bound holds after averaging over the angle.

For $g=1.05\,\gamma/r$ the permitted height is $2r(1-1/1.05)=0.095\,r$. Randomly shaped axisymmetric undulations up to $0.09\,r$ high were tested at this value, and each raised the energy. A taller local bulge may still lead to filling, but reaching it requires crossing a barrier.

\section*{(e) Emptying}

\textit{The pore is full and the pressure is lowered. Find the shape of the meniscus at a pore mouth and the pressure at which it moves inward.}

\textbf{Solution.} Let $s$ be the distance from the axis and $\psi$ the angle between the surface and the plane across the pore. Consider the part of the meniscus within radius $s$. The pressure difference pushes it inward with axial force $\pi s^2g$. Surface tension acts along its rim, of length $2\pi s$, with axial component $\gamma\sin\psi$ per length. Balance gives
\begin{equation}
\pi s^2g=2\pi s\gamma\sin\psi\quad\Longrightarrow\quad\sin\psi=\frac{gs}{2\gamma}. \label{meniscus}
\end{equation}
This is a sphere of radius $2\gamma/g$. Near saturation it is a shallow cap held at the edge of the mouth. As $g$ grows the cap deepens. Because $\sin\psi\le1$ at $s=r$, a meniscus can span the pore only if
\begin{equation}
g\le g_e=\frac{2\gamma}{r}.
\end{equation}
At equality $\psi=90^\circ$ at the wall: the meniscus is a hemisphere tangent to the wall, as zero contact angle requires for a surface that slides along it.

The energy confirms the limit. Moving the hemisphere inward by $dz$ removes liquid of volume $\pi r^2dz$ and uncovers wall of area $2\pi r\,dz$, while the hemisphere keeps its area. From Eq.~\eqref{omega},
\begin{equation}
d\Omega=(2\pi r\gamma-\pi r^2g)\,dz. \label{move}
\end{equation}
This is negative for $g>2\gamma/r$, so the meniscus then recedes through the whole pore. With Eq.~\eqref{g},
\begin{equation}
\ln x_e=-\frac{2\gamma V}{rRT}. \label{xe}
\end{equation}
The factor 2 comes from the two equal curvatures of a sphere. We have assumed that no vapour bubble forms inside the liquid before the meniscus moves.

\section*{(f) The relation between the two pressures}

\textit{Eliminate the material constants. Which of the two transitions takes place at equilibrium?}

\textbf{Solution.} The right side of Eq.~\eqref{xe} is twice that of Eq.~\eqref{xc}. Hence
\begin{equation}
\ln x_e=2\ln x_c\quad\Longrightarrow\quad x_e=x_c^2. \label{square}
\end{equation}
The quantities $\gamma$, $V$, $T$ and $r$ have cancelled. The law relates relative pressures; for the pressures themselves it reads $p_e=p_c^2/p_0$.

From Eq.~\eqref{film}, the full pore ($\rho=0$) has $\Omega/L=\pi gr^2$ and the empty one ($\rho=r$) has $2\pi r\gamma$. These are equal at $g=2\gamma/r$, which is $g_e$. Evaporation therefore occurs where the two states have equal energy per length, and condensation is delayed beyond that point. The reason is that an open full pore already has menisci that can move, whereas an empty one has to create them.

The delay is visible in the barrier between the two states. For a uniform film, the energy at the maximum $\rho=\gamma/g$ is
\begin{equation}
\frac{\Omega_{\max}}{L}=\frac{2\pi\gamma^2}{g}+\pi gr^2-\frac{\pi\gamma^2}{g}=\pi gr^2+\frac{\pi\gamma^2}{g}.
\end{equation}
Subtracting the thin-film value $2\pi r\gamma$ and completing the square,
\begin{equation}
\frac{\Delta\Omega}{L}=\pi g\left(r-\frac{\gamma}{g}\right)^2. \label{barrier}
\end{equation}
It equals $\pi\gamma r/2$ at $g_e$ and vanishes at $g_c$.

The width of the hysteresis is $x_c-x_e=x_c(1-x_c)$. It is largest, $1/4$, at $x_c=1/2$. It tends to zero for wide pores, where both relative pressures approach 1, and formally also for $r\to0$, where both approach 0 but a macroscopic surface tension has lost its meaning.

\section*{(g) The term left out}

\textit{Restore the term $p_0(1-x)$ and find the leading deviation from Eq.~\eqref{square}.}

\textbf{Solution.} The conditions $g_c=\gamma/r$ and $g_e=2\gamma/r$ are unchanged, since they do not involve $x$. Multiplying Eq.~\eqref{gfull} by $V/(RT)$ and writing $\lambda=\gamma V/(rRT)$,
\begin{align}
-\ln x_c-a(1-x_c)&=\lambda, & -\ln x_e-a(1-x_e)&=2\lambda.
\end{align}
Subtracting the second equation from twice the first removes $\lambda$:
\begin{equation}
\ln x_e-2\ln x_c=2a(1-x_c)-a(1-x_e)=a(1-2x_c+x_e).
\end{equation}
The right side already carries the small factor $a$, so $x_e$ may be replaced there by $x_c^2$:
\begin{equation}
\ln x_e-2\ln x_c\approx a(1-x_c)^2. \label{defect}
\end{equation}
For an incompressible liquid and an ideal vapour, the square law is thus the limit of small $a$, and this correction makes $x_e$ slightly larger than $x_c^2$. It is not the largest correction for a real fluid. A liquid compressibility $\kappa$ adds about $-\lambda\kappa g_c$ to the right side, and a second virial coefficient $B$ of the vapour replaces $a$ by $(V-B)p_0/(RT)$.

\section*{(h) Numbers}

\textit{Take a model liquid with $\gamma=0.030$ N/m, $V=100$ cm$^3$/mol and $p_0=10$ kPa at $T=300$ K, in a pore of radius 2 nm. Find both pressures, the barrier at $x_e$ and the deviation from the square law.}

\textbf{Solution.} With $RT=2494.34$ J/mol, the length that sets the scale is
\begin{equation}
\frac{\gamma V}{RT}=\frac{0.030\times1.0\times10^{-4}}{2494.34}\ \text{m}=1.2027\ \text{nm}.
\end{equation}
Dividing by 2 nm gives $\ln x_c=-0.6014$, and doubling gives $\ln x_e=-1.2027$. Hence
\begin{equation}
x_c=0.548,\qquad x_e=0.300,\qquad x_c^2=0.300,
\end{equation}
or $p_c=5.48$ kPa and $p_e=3.00$ kPa.

In the numerical output $x_c$ comes from the energy of a slightly thickened film and $x_e$ from the energy of a displaced meniscus. The fifth decimals of $x_e$ and $x_c^2$ differ there by one. The thickening used was $10^{-6}r$, not zero. By Eq.~\eqref{film} this raises the computed $g_c$ by a fraction $5\times10^{-7}$ and lowers $x_c^2$ by about $2\times10^{-7}$, enough to cross a rounding boundary.

The driving pressures are $g_c=15$ MPa and $g_e=30$ MPa. At evaporation the liquid pressure $p_l=p-g$ is therefore close to $-30$ MPa: the liquid is under strong tension, so the assumption about bubbles in part (e) needs a check. A spherical bubble of radius $q$ inside the liquid changes the energy by $4\pi q^2\gamma-\tfrac43\pi q^3g$. At $g_e$ the maximum lies at $q=2\gamma/g_e=r$ and equals $\tfrac43\pi\gamma r^2$, about 121 $k_BT$ here. For $g<g_e$ the maximum lies at $q=2\gamma/g>r$, which does not fit into the pore. A bubble that does fit has an energy that rises with $q$, and once it spans the pore, lengthening it costs energy by Eq.~\eqref{move}. Within this model such a bubble therefore shrinks again before the meniscus moves, whatever the radius. Cavitation matters when liquid is held beyond the $g_e$ of its own cavity, as behind a narrow neck, which lies outside the model.

The uniform-film barrier at $x_e$ is $\pi\gamma r/2=94.25$ pJ/m, or about 23 $k_BT$ per nanometre of pore. This is the cost of thickening the film everywhere at once. A local bulge costs far less in a long pore. Making Eq.~\eqref{omega} stationary for an axisymmetric core $\rho(z)$ that joins the wall tangentially gives $\rho/\sqrt{1+\rho'^2}=h(\rho)$ with $h=r-g(r^2-\rho^2)/(2\gamma)$. The neck has radius $\rho_{\min}=2\gamma/g-r$, and the energy above the thin film is $4\pi\gamma\int_{\rho_{\min}}^{r}\sqrt{\rho^2-h^2}\,d\rho$. Here this is about 1.3 $k_BT$ at $x=0.532$, 16 $k_BT$ at $x=0.486$ and 40 $k_BT$ at $x=0.440$. In this 2 nm pore, activated condensation can therefore set in well below $x_c=0.548$, which is an upper limit for the filling pressure.

For the deviation, $a=4.009\times10^{-4}$, and Eq.~\eqref{defect} gives $8.192\times10^{-5}$. Solving with the full $g$ gives $8.193\times10^{-5}$. Relative to $x_c^2$, this term raises the evaporation pressure by less than one part in ten thousand. The neglected effects are larger. A compressibility of $10^{-9}$ Pa$^{-1}$ turns the deviation into about $-9\times10^{-3}$, and $B=-1500$ cm$^3$/mol alone turns it into about $+1.3\times10^{-3}$.

\section*{(i) Use in porosity measurements, and limits}

\textit{What does the law imply for inferred pore sizes and for a film with many pore radii? When does it fail?}

\textbf{Solution.} For the open cylinders of this model, each branch needs its own formula. If the evaporation pressure is inserted in Eq.~\eqref{xc}, the inferred radius is $r/2$, here 1 nm instead of 2 nm. Equivalently, a pore empties at the pressure at which one of half its radius fills: in the output, $x_e$ for 3 nm and $x_c$ for 1.5 nm are both 0.4485.

Now let the sample contain many independent open cylinders with a continuous distribution of radii. Let $F_a(x)$ be the filled fraction of the pore volume on raising the pressure, and $F_d(x)$ that on lowering it from complete filling. On the way up, the pores with $x_c(r)\le x$ are full. On the way down to $x^2$, those with $x_e(r)\le x^2$ are still full. By Eq.~\eqref{square} these are the same pores, so
\begin{equation}
F_d(x^2)=F_a(x).
\end{equation}
This checks the model against a whole measured loop without knowledge of $\gamma$, $V$ or the radii. Agreement supports the model but does not prove it, and pores that empty through one another violate the assumption of independence.

Three changes to a single pore remove the basis of the law.

\begin{itemize}
\item \textit{One closed end.} Once a hemispherical meniscus spans such a pore, Eq.~\eqref{move} governs its motion in both directions. It advances and recedes at $x_e$, and the delay is absent.
\item \textit{A nonzero contact angle.} Young's equation then makes a film on a dry wall cost an extra $\gamma(1-\cos\theta)$ per area. The thin film that carries the cylindrical meniscus is no longer free to form, and the argument of part (c) does not apply.
\item \textit{A film of appreciable thickness.} Attraction by the wall adds an energy $W(\rho)$ per length to Eq.~\eqref{film}, whose derivative becomes $2\pi(\gamma-g\rho)+W'(\rho)$. The stability limit then depends on $W$, and the film thickness differs between the two transitions. The factor between the logarithms is then no longer 2. As an illustration, take the liquid of part (h) with a film that obeys $-\ln x=(\sigma/t)^3$ on a flat wall, where $t$ is the thickness and $\sigma=(V/N_A)^{1/3}=0.55$ nm. With condensation at the stability limit and evaporation at equal energy, the factor is about 1.5 for $r=2$ nm and 1.7 for $r=10$ nm. For such pores neither Eq.~\eqref{square} nor the loop test above should be expected to hold.
\end{itemize}

In pores of a few nanometres the film thickness, the use of a macroscopic $\gamma$ and the neglect of thermally activated filling should all be examined before the law is applied to data.

\section*{Computed results}
\begin{verbatim}
surface tension: 0.030 N/m
molar volume of liquid: 100.0 cm^3/mol
temperature: 300.0 K
saturation pressure p0: 10.0 kPa
pore radius: 2.00 nm
thermal energy RT: 2494.34 J/mol
length gamma V/(RT): 1.2027 nm
driving pressure at condensation: 15.000 MPa
driving pressure at evaporation: 30.000 MPa
ln x_c: -0.6014 (dimensionless)
ln x_e: -1.2027 (dimensionless)
x_c from film energy: 0.54806 (dimensionless)
x_e from meniscus displacement: 0.30038 (dimensionless)
x_c squared: 0.30037 (dimensionless)
condensation pressure: 5.481 kPa
evaporation pressure: 3.004 kPa
largest g r/gamma for a spanning meniscus: 2.00000 (dimensionless)
meniscus depth / r at that limit: 1.00000 (dimensionless)
core radius at energy maximum, x = x_e: 1.0000 nm
uniform-film barrier per length, x = x_e: 94.25 pJ/m
same barrier: 22.75 kT per nm
a = V p0/(RT): 4.009e-04 (dimensionless)
ln x_e - 2 ln x_c with full g: 8.193e-05 (dimensionless)
a (1 - x_c)^2: 8.192e-05 (dimensionless)
radius from x_e read with condensation formula: 1.000 nm
table: radius (nm), x_c, x_e, ln x_e / ln x_c
    1.5  0.4485  0.2012  2.0000
    2.0  0.5481  0.3004  2.0000
    3.0  0.6697  0.4485  2.0000
    5.0  0.7862  0.6181  2.0000
   10.0  0.8867  0.7862  2.0000
\end{verbatim}
